**Drain coupling and reversed DIBL in a negative-capacitance transistor**

At fixed outer gate voltage, the program tests dV_i/dV_D = −C_gd/(|C_F| − C_gg), where V_i is the internal gate voltage, V_D the drain voltage and C_F the ferroelectric capacitance. C_gg and C_gd are the bare transistor's gate and gate-drain capacitances. It asserts that this formula agrees with finite differences of a nonlinear equilibrium model below threshold, in the on state and on an unstable branch, and that a positive capacitor gives the opposite sign. Further assertions cover relaxation after a small kick and after a drain step, constant-current DIBL, subthreshold swing, the film thickness at which DIBL reverses, and the stability limit against domains. For the 8 nm example film, the output shows V_i falling from 243 to 151 mV as the drain rises from 0.1 to 0.8 V. DIBL changes from +59 mV/V without the film to −57 mV/V with it. These results assume uniform polarization, which would need a correlation length above 9.5 nm in this geometry.

## Numerical check

```python
"""Negative-capacitance transistor with a floating internal metal gate.
Result under test, at fixed outer gate voltage V_G:
    dV_i/dV_D = -C_gd / (|C_F| - C_gg)
V_i: internal gate voltage; V_D: drain voltage; C_F: ferroelectric capacitance;
C_gg = dQ/dV_i and C_gd = -dQ/dV_D of the bare transistor; Q: gate charge.
DIBL = -(threshold shift)/(drain voltage shift), at constant current.
Capacitances are in fF/um, charges in fC/um, potentials in V.
Uniform polarization is assumed except in the separate domain test.
"""
from collections import namedtuple
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e, k, h, hbar, m_e, epsilon_0, pi

Device = namedtuple("Device", "ox drain body fringe_d fringe_s dos")
T = 300.0
kT = k * T / e
L = 30e-9                     # gate length, m
EOT = 1e-9                    # equivalent oxide thickness, m
P_r, E_c = 0.17, 1e8          # C/m^2, V/m
t_film = 8e-9                 # m
alpha = 3 * np.sqrt(3) * E_c / (4 * P_r)   # magnitude, m/F
mass = 0.19 * m_e
N2D = 2 * mass * k * T / (pi * hbar**2)    # two valleys, m^-2
v_th = np.sqrt(2 * k * T / (pi * mass))
I0 = e * N2D / 2 * v_th       # A/m, equal to uA/um
I_threshold = 0.1             # uA/um
barrier0 = 0.45               # source barrier at psi = 0, eV
c_ox = 3.9 * epsilon_0 / EOT * L * 1e9
dev = Device(c_ox, 0.06, 0.10, 0.20, 0.20, 1.0)
V_lo, V_hi = 0.1, 0.8


def field(P, scale=1.0):
    """Landau field; scale = -1 turns the film into a positive capacitor."""
    return -2 * alpha * scale * P * (1 - (P / P_r)**2)


def bare(psi, vd, d):
    """Internal gate voltage and gate charge for a given barrier potential."""
    eta = (psi - barrier0) / kT
    fill = np.logaddexp(0, eta) + np.logaddexp(0, eta - vd / kT)
    mobile = d.dos * e * N2D / 2 * L * 1e9 * fill
    vi = psi + (d.body * psi + d.drain * (psi - vd) + mobile) / d.ox
    q = d.ox * (vi - psi) + d.fringe_d * (vi - vd) + d.fringe_s * vi
    return vi, q, mobile


def outer_gate(psi, vd, d, t, scale=1.0):
    vi, q, _ = bare(psi, vd, d)
    return vi + t * field(q * 1e-9 / L, scale)


def root(f, a, b):
    return brentq(f, a, b, xtol=1e-14, rtol=1e-14)


def solve(vg, vd, d, t, scale=1.0, lo=-0.5, hi=0.9):
    psi = root(lambda x: outer_gate(x, vd, d, t, scale) - vg, lo, hi)
    vi, q, mobile = bare(psi, vd, d)
    return psi, vi, q, mobile


def current(psi, vd):
    return I0 * np.exp((psi - barrier0) / kT) * (1 - np.exp(-vd / kT))


def gate_charge(vi, vd, d):
    psi = root(lambda x: bare(x, vd, d)[0] - vi, -1.0, 1.2)
    return bare(psi, vd, d)[1]


def bare_capacitances(vi, vd, d, s=1e-3):
    cgg = (gate_charge(vi + s, vd, d) - gate_charge(vi - s, vd, d)) / (2 * s)
    cgd = -(gate_charge(vi, vd + s, d) - gate_charge(vi, vd - s, d)) / (2 * s)
    return cgg, cgd


def film_capacitance(q, t):
    P = q * 1e-9 / L
    return L / (2 * alpha * t * (1 - 3 * (P / P_r)**2)) * 1e9


def slope_pair(vg, vd, d, t, scale=1.0, lo=-0.5, hi=0.9, s=1e-3):
    """Slope from the nonlinear equilibrium, then from the derived formula."""
    up = solve(vg, vd + s, d, t, scale, lo, hi)[1]
    down = solve(vg, vd - s, d, t, scale, lo, hi)[1]
    _, vi, q, _ = solve(vg, vd, d, t, scale, lo, hi)
    cgg, cgd = bare_capacitances(vi, vd, d)
    cf = film_capacitance(q, t)
    derived = -cgd / (cf - cgg) if scale > 0 else cgd / (cf + cgg)
    return (up - down) / (2 * s), derived, cgg, cgd


def threshold(vd, d, t, scale=1.0):
    psi = barrier0 + kT * np.log(I_threshold / (I0 * (1 - np.exp(-vd / kT))))
    return outer_gate(psi, vd, d, t, scale)


def dibl(d, t, scale=1.0):
    shift = threshold(V_hi, d, t, scale) - threshold(V_lo, d, t, scale)
    return -shift / (V_hi - V_lo)


def relax(q, vg, vd, d, t, steps, dt=0.1):
    """Overdamped polarization dynamics; returns final V_i and charge."""
    for _ in range(steps):
        psi = root(lambda x: bare(x, vd, d)[1] - q, -1.0, 1.2)
        vi = bare(psi, vd, d)[0]
        q += dt * (vg - t * field(q * 1e-9 / L) - vi)
    return vi, q


# Landau curve: its maximum field must be the stated coercive field.
P_grid = np.linspace(-P_r, 0, 20001)
assert abs(field(P_grid).max() / E_c - 1) < 1e-6

# Network formulas against finite differences below threshold.
S = dev.ox + dev.drain + dev.body
sigma, n = dev.drain / dev.ox, S / dev.ox
cgd_net = dev.fringe_d + dev.ox * dev.drain / S
cgg_net = dev.ox * (dev.drain + dev.body) / S + dev.fringe_d + dev.fringe_s
cf0 = film_capacitance(0.0, t_film)
sub = slope_pair(0.15, 0.4, dev, t_film)
on = slope_pair(0.7, 0.4, dev, t_film)
assert abs(sub[2] / cgg_net - 1) < 0.01 and abs(sub[3] / cgd_net - 1) < 0.01
for case in (sub, on):
    assert case[0] < 0 and abs(case[0] / case[1] - 1) < 2e-3

# Positive film, no drain coupling, and unstable branch.
pos = slope_pair(0.15, 0.4, dev, t_film, scale=-1.0)
assert pos[0] > 0 and abs(pos[0] / pos[1] - 1) < 2e-3
uncoupled = dev._replace(drain=0.0, fringe_d=0.0)
no_shift = (solve(0.15, V_hi, uncoupled, t_film)[1]
            - solve(0.15, V_lo, uncoupled, t_film)[1])
assert abs(no_shift) < 1e-4
t_thick = 45e-9
vg_thick = outer_gate(0.18, 0.1, dev, t_thick)
bad = slope_pair(vg_thick, 0.1, dev, t_thick, lo=0.10, hi=0.25)
assert bad[0] > 0 and abs(bad[0] / bad[1] - 1) < 1e-2

# A small kick must decay in the thin film and grow in the thick film.
kick = 1e-4
q_eq = bare(0.18, 0.1, dev)[1]
vg_thin = outer_gate(0.18, 0.1, dev, t_film)
q_thin = relax(q_eq + kick, vg_thin, 0.1, dev, t_film, 100)[1]
q_thick = relax(q_eq + kick, vg_thick, 0.1, dev, t_thick, 100)[1]
assert abs(q_thin - q_eq) < 0.01 * kick
assert abs(q_thick - q_eq) > 5 * kick

# Drain step at fixed outer gate voltage.
vg = 0.2
low, high = solve(vg, V_lo, dev, t_film), solve(vg, V_hi, dev, t_film)
psi_frozen = root(lambda x: bare(x, V_hi, dev)[1] - low[2], -1.0, 1.2)
vi_frozen = bare(psi_frozen, V_hi, dev)[0]
vi_final = relax(low[2], vg, V_hi, dev, t_film, 400)[0]
assert vi_frozen > low[1] > vi_final and abs(vi_final - high[1]) < 1e-6
i_low, i_high = current(low[0], V_lo), current(high[0], V_hi)
b_low, b_high = solve(vg, V_lo, dev, 0.0), solve(vg, V_hi, dev, 0.0)
ib_low, ib_high = current(b_low[0], V_lo), current(b_high[0], V_hi)
assert i_high < i_low and ib_high > ib_low

# Constant-current DIBL and subthreshold swing.
dibl_bare, dibl_nc = dibl(dev, 0.0), dibl(dev, t_film)
dibl_formula = sigma * (1 - cgg_net / cf0) - cgd_net / cf0
assert abs(dibl_bare - sigma) < 2e-3
assert dibl_nc < 0 and abs(dibl_nc - dibl_formula) < 2e-3


def swing(t):
    a, b = solve(0.14, 0.4, dev, t)[0], solve(0.15, 0.4, dev, t)[0]
    return 0.01 / np.log10(current(b, 0.4) / current(a, 0.4))


ss_bare, ss_nc = swing(0.0), swing(t_film)
ss_formula = n * kT * np.log(10) * (1 - cgg_net / cf0)
assert abs(ss_nc / ss_formula - 1) < 0.01


# Thickness window: reversal onset and first loss of a single-valued curve.
def hysteresis_thickness(d):
    psi = np.linspace(-0.2, 0.65, 3001)
    limits = []
    for vd in (0.0, 0.4, 0.8):
        vi, q, _ = bare(psi, vd, d)
        drop = -np.diff(field(q * 1e-9 / L))
        good = drop > 0
        limits.append(np.min(np.diff(vi)[good] / drop[good]))
    return min(limits)


plain = dev._replace(fringe_d=0.0, fringe_s=0.0)
c_rev = (dev.ox + dev.fringe_s + dev.fringe_d
         + dev.fringe_d * dev.ox / dev.drain)
t_rev_formula = L / (2 * alpha * c_rev * 1e-9)
t_rev = root(lambda x: dibl(dev, x * 1e-9), 1, 12) * 1e-9
t_rev_plain = root(lambda x: dibl(plain, x * 1e-9), 5, 30) * 1e-9
t_plain_formula = L / (2 * alpha * plain.ox * 1e-9)
t_safe = L / (2 * alpha * (dev.ox + dev.fringe_s + dev.fringe_d) * 1e-9)
t_hyst, t_hyst_plain = hysteresis_thickness(dev), hysteresis_thickness(plain)
assert abs(t_rev / t_rev_formula - 1) < 0.04   # finite-V_D current factor
assert abs(t_rev_plain / t_plain_formula - 1) < 0.04
assert t_rev < t_film < t_safe < t_hyst
assert t_hyst / t_rev > 1.5 * t_hyst_plain / t_rev_plain

# Domain test: the metal fixes only the mean polarization.
cells = 60
dx = L / cells
lap = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
lap[0, 0] = lap[-1, -1] = 1
g_needed = 2 * alpha * (L / pi)**2


def softest_mode(g):
    mean_part = dx / (cgg_net * 1e-9 * t_film) * np.ones((cells, cells))
    H = -2 * alpha * np.eye(cells) + g * lap / dx**2 + mean_part
    return np.linalg.eigvalsh(H)[0]


assert softest_mode(1.05 * g_needed) > 0 > softest_mode(0.95 * g_needed)

# Sizes of neglected effects.
on_state = solve(0.7, V_hi, dev, t_film)
film_field = abs(field(on_state[2] * 1e-9 / L))
oxide_field = (on_state[1] - on_state[0]) / EOT
# Rough gate stack: 0.6 nm silica plus a k = 20 layer, total EOT 1 nm.
d_silica = 0.6e-9
d_highk = (EOT - d_silica) * 20 / 3.9
kap_silica = np.sqrt(2 * 0.5 * m_e * 3.1 * e) / hbar
kap_highk = np.sqrt(2 * 0.15 * m_e * 1.5 * e) / hbar
T_gate = np.exp(-2 * (kap_silica * d_silica + kap_highk * d_highk))
J_gate = on_state[3] * 1e-9 / L * (0.2 * e / h) * T_gate
dP = (low[2] - high[2]) * 1e-9 / L
t_neutral = dP / J_gate
psi_th = barrier0 + kT * np.log(I_threshold / I0)
height = barrier0 - psi_th
T_sd = np.exp(-2 * np.sqrt(2 * mass * height * e) / hbar * L / 2)
thermal = np.exp(-height / kT)
dibl_hot = dibl(dev, t_film, scale=(700 - 358) / (700 - 300))
dibl_dos = dibl(dev._replace(dos=2.0), t_film)
assert T_sd < 1e-3 * thermal

print(f"Gate length, EOT, film thickness: {L*1e9:.0f}, {EOT*1e9:.0f}, {t_film*1e9:.0f} nm")
print(f"P_r: {P_r*100:.0f} uC/cm2; E_c: {E_c/1e8:.1f} MV/cm; T: {T:.0f} K")
print(f"|alpha|: {alpha:.3e} m/F")
print(f"C_ox: {dev.ox:.3f} fF/um")
print(f"C_d, C_b: {dev.drain:.2f}, {dev.body:.2f} fF/um")
print(f"C_fd, C_fs: {dev.fringe_d:.2f}, {dev.fringe_s:.2f} fF/um")
print(f"|C_F| at P=0: {cf0:.3f} fF/um")
print(f"C_gg, C_gd below threshold: {cgg_net:.3f}, {cgd_net:.3f} fF/um")
print(f"sigma: {sigma*1e3:.1f} mV/V; n: {n:.3f}")
print(f"dV_i/dV_D subthreshold, solved/formula: {sub[0]:.4f} / {sub[1]:.4f} V/V")
print(f"dV_i/dV_D at V_G=0.7 V, V_D=0.4 V: {on[0]:.4f} / {on[1]:.4f} V/V")
print(f"dV_i/dV_D with positive film: {pos[0]:.4f} / {pos[1]:.4f} V/V")
print(f"Unstable {t_thick*1e9:.0f} nm film slope: {bad[0]:.3f} / {bad[1]:.3f} V/V")
print(f"V_i shift without drain coupling: {no_shift*1e3:.4f} mV")
print(f"Drain step: {V_lo:.1f} to {V_hi:.1f} V at V_G = {vg:.1f} V")
print(f"V_i before step: {low[1]*1e3:.1f} mV")
print(f"V_i just after step, Q frozen: {vi_frozen*1e3:.1f} mV")
print(f"V_i after relaxation: {vi_final*1e3:.1f} mV")
print(f"Gate charge before, after: {low[2]:.4f}, {high[2]:.4f} fC/um")
print(f"Film voltage before, after: {(vg-low[1])*1e3:.1f}, {(vg-high[1])*1e3:.1f} mV")
print(f"Barrier potential before, after: {low[0]*1e3:.1f}, {high[0]*1e3:.1f} mV")
print(f"NC current before, after: {i_low:.4f}, {i_high:.4f} uA/um")
print(f"Bare current before, after: {ib_low:.4f}, {ib_high:.4f} uA/um")
print(f"Threshold current criterion: {I_threshold:.1f} uA/um")
print(f"NC threshold at low, high V_D: {threshold(V_lo,dev,t_film)*1e3:.1f}, {threshold(V_hi,dev,t_film)*1e3:.1f} mV")
print(f"DIBL bare: {dibl_bare*1e3:.1f} mV/V")
print(f"DIBL NC, solved/formula: {dibl_nc*1e3:.1f} / {dibl_formula*1e3:.1f} mV/V")
print(f"Swing bare, NC: {ss_bare*1e3:.1f}, {ss_nc*1e3:.1f} mV/decade")
print(f"Reversal limit on |C_F|: {c_rev:.3f} fF/um")
print(f"Reversal onset, solved/formula: {t_rev*1e9:.2f} / {t_rev_formula*1e9:.2f} nm")
print(f"Guaranteed hysteresis-free up to: {t_safe*1e9:.2f} nm")
print(f"Numerical hysteresis onset: {t_hyst*1e9:.2f} nm")
print(f"No fringes, reversal/hysteresis onset: {t_rev_plain*1e9:.2f} / {t_hyst_plain*1e9:.2f} nm")
print(f"Correlation length needed against domains: {L/pi*1e9:.2f} nm")
print(f"Gradient coefficient needed: {g_needed:.2e} m3/F")
print(f"On-state film field: {film_field/1e8:.3f} MV/cm (V_G=0.7 V, V_D=0.8 V)")
print(f"On-state equivalent oxide field: {oxide_field/1e8:.2f} MV/cm")
print(f"Rough on-state gate tunnelling: {J_gate/1e4:.2e} A/cm2")
print(f"Rough neutrality time at that leakage: {t_neutral*1e6:.3f} us")
print(f"Source-drain tunnelling factor: {T_sd:.1e}; thermal: {thermal:.1e}")
print(f"DIBL with film at 358 K (rough T_c=700 K): {dibl_hot*1e3:.1f} mV/V")
print(f"DIBL with doubled density of states: {dibl_dos*1e3:.1f} mV/V")
print("OK")
```

Printed output:

```
Gate length, EOT, film thickness: 30, 1, 8 nm
P_r: 17 uC/cm2; E_c: 1.0 MV/cm; T: 300 K
|alpha|: 7.641e+08 m/F
C_ox: 1.036 fF/um
C_d, C_b: 0.06, 0.10 fF/um
C_fd, C_fs: 0.20, 0.20 fF/um
|C_F| at P=0: 2.454 fF/um
C_gg, C_gd below threshold: 0.539, 0.252 fF/um
sigma: 57.9 mV/V; n: 1.154
dV_i/dV_D subthreshold, solved/formula: -0.1316 / -0.1316 V/V
dV_i/dV_D at V_G=0.7 V, V_D=0.4 V: -0.1482 / -0.1482 V/V
dV_i/dV_D with positive film: 0.0842 / 0.0842 V/V
Unstable 45 nm film slope: 2.468 / 2.468 V/V
V_i shift without drain coupling: -0.0000 mV
Drain step: 0.1 to 0.8 V at V_G = 0.2 V
V_i before step: 243.1 mV
V_i just after step, Q frozen: 499.2 mV
V_i after relaxation: 151.0 mV
Gate charge before, after: 0.1057, -0.1202 fC/um
Film voltage before, after: -43.1, 49.0 mV
Barrier potential before, after: 215.6, 171.0 mV
NC current before, after: 0.0458, 0.0083 uA/um
Bare current before, after: 0.0108, 0.0430 uA/um
Threshold current criterion: 0.1 uA/um
NC threshold at low, high V_D: 218.2, 257.9 mV
DIBL bare: 58.8 mV/V
DIBL NC, solved/formula: -56.7 / -57.5 mV/V
Swing bare, NC: 68.7, 53.6 mV/decade
Reversal limit on |C_F|: 4.889 fF/um
Reversal onset, solved/formula: 4.07 / 4.02 nm
Guaranteed hysteresis-free up to: 13.67 nm
Numerical hysteresis onset: 16.16 nm
No fringes, reversal/hysteresis onset: 19.20 / 22.43 nm
Correlation length needed against domains: 9.55 nm
Gradient coefficient needed: 1.39e-07 m3/F
On-state film field: 0.325 MV/cm (V_G=0.7 V, V_D=0.8 V)
On-state equivalent oxide field: 4.10 MV/cm
Rough on-state gate tunnelling: 1.38e+00 A/cm2
Rough neutrality time at that leakage: 0.548 us
Source-drain tunnelling factor: 3.3e-14; thermal: 2.5e-04
DIBL with film at 358 K (rough T_c=700 K): -40.0 mV/V
DIBL with doubled density of states: -56.7 mV/V
OK
```
